# Quasi-chemical fraction of Al-O-Al links at equal silicon and aluminium: verification in Python

```python
"""
Result under test: in a four-connected network with equal Si and Al,
    x = 1 / (2 + 2 exp(w/kT))
is the quasi-chemical fraction of links that are Al-O-Al.
Replacing two Si-O-Al links by Si-O-Si plus Al-O-Al costs 2w.
The variable strength means w/kT (or w/RT for molar w).
Spin +1 denotes Al and spin -1 denotes Si. There are two links per atom.
"""
import numpy as np
from scipy.constants import R, e, N_A
from scipy.optimize import brentq
from scipy.special import gammaln

rng = np.random.default_rng(2718)


def formula(strength):
    return 1 / (2 + 2 * np.exp(strength))


def random_network(atoms):
    """Join four bond ends per atom at random, without loops or double links."""
    links = rng.permutation(np.repeat(np.arange(atoms), 4)).reshape(-1, 2)
    while True:
        low, high = links.min(axis=1), links.max(axis=1)
        first = np.unique(low * atoms + high, return_index=True)[1]
        bad = np.ones(len(links), dtype=bool)
        bad[first] = False
        bad |= low == high
        if not bad.any():
            return links
        for k in np.flatnonzero(bad):
            m = int(rng.integers(len(links)))
            links[k, 1], links[m, 1] = int(links[m, 1]), int(links[k, 1])


def diamond_network(size):
    """Periodic diamond network; the first half of the atoms is one sublattice."""
    cells = size**3
    first = np.arange(cells).reshape(size, size, size)
    second = first + cells
    partners = [second] + [np.roll(second, 1, axis=d) for d in range(3)]
    return np.concatenate(
        [np.column_stack([first.ravel(), p.ravel()]) for p in partners])


def neighbour_table(links):
    ends = np.concatenate([links[:, 0], links[:, 1]])
    others = np.concatenate([links[:, 1], links[:, 0]])
    order = np.argsort(ends, kind="stable")
    return np.ascontiguousarray(others[order].reshape(-1, 4).T)


def count_al_al(links, spins):
    return np.count_nonzero((spins[links[:, 0]] > 0) & (spins[links[:, 1]] > 0))


def simulate(links, spins, strength, fixed=True, cool=False, steps=1500):
    """Metropolis sampling on random sets of atoms that share no link.

    fixed=True exchanges atoms at constant composition; fixed=False changes
    single atoms at equal chemical potentials and symmetric link energies.
    Returns the mean Al-O-Al fraction and the mean order of the first half.
    """
    spins = spins.copy()
    near = neighbour_table(links)
    fractions, orders = [], []
    for step in range(2 * steps):
        now = strength * min(1, step / (0.8 * steps)) if cool else strength
        priority = rng.random(len(spins))
        chosen = np.flatnonzero(priority > priority[near].max(axis=0))
        if fixed:
            chosen = rng.permutation(chosen)
            half = len(chosen) // 2
            i, j = chosen[:half], chosen[half:2 * half]
            field_i = spins[near[:, i]].sum(axis=0)
            field_j = spins[near[:, j]].sum(axis=0)
            change = 0.5 * (spins[j] - spins[i]) * (field_i - field_j)
            accept = rng.random(half) < np.exp(-now * np.maximum(change, 0))
            p, q = i[accept], j[accept]
            old_p, old_q = spins[p].copy(), spins[q].copy()
            spins[p], spins[q] = old_q, old_p
        else:
            change = -spins[chosen] * spins[near[:, chosen]].sum(axis=0)
            accept = rng.random(len(chosen)) < np.exp(
                -now * np.maximum(change, 0))
            spins[chosen[accept]] *= -1
        if step >= steps and step % 10 == 0:
            fractions.append(count_al_al(links, spins) / len(links))
            orders.append(spins[:len(spins) // 2].mean())
    return np.mean(fractions), abs(np.mean(orders))


# Rough inputs for a glass of anorthite composition.
two_w = 30.0          # kJ/mol
temperature = 1150.0  # K
w = two_w / 2
strength = 1000 * w / (R * temperature)
x = formula(strength)

# Energy identity with unequal energies of the two like links.
atoms = 6000
network = random_network(atoms)
equal_mix = np.repeat([1, -1], atoms // 2)
energy_ss, energy_aa, energy_sa = 7.0, 41.0, 9.0
cost = energy_ss + energy_aa - 2 * energy_sa
energies, al_links = [], []
for mix in (rng.permutation(equal_mix), np.where(np.arange(atoms) % 2, 1, -1),
            simulate.__globals__["equal_mix"]):
    pair_sum = mix[network[:, 0]] + mix[network[:, 1]]
    n_aa, n_ss = np.sum(pair_sum == 2), np.sum(pair_sum == -2)
    n_sa = np.sum(pair_sum == 0)
    assert n_aa == n_ss
    energies.append(energy_aa * n_aa + energy_ss * n_ss + energy_sa * n_sa)
    al_links.append(n_aa)
assert np.allclose(np.diff(energies), cost * np.diff(al_links))

# Explicit count of randomly joined bond ends, and its most probable state.
big = 100000
k = np.arange(0, big + 1)
unlike = 2 * big - 2 * k


def log_factorial(n):
    return gammaln(np.asarray(n, dtype=float) + 1)


def log_pairings(pairs):
    return log_factorial(2 * pairs) - pairs * np.log(2) - log_factorial(pairs)


log_count = (log_factorial(big) - 2 * log_factorial(big // 2)
             + 2 * (log_factorial(2 * big) - log_factorial(unlike)
                    - log_factorial(2 * k))
             + log_factorial(unlike) + 2 * log_pairings(k)
             - log_pairings(2 * big))
for trial in (-1.0, 0.0, 0.7, strength, 3.0):
    best = k[np.argmax(log_count - 2 * k * trial)] / (2 * big)
    assert abs(best - formula(trial)) < 5e-5
count_x = k[np.argmax(log_count - 2 * k * strength)] / (2 * big)


def entropy(fraction):
    p = 2 * fraction
    return 2 * (-p * np.log(p) - (1 - p) * np.log(1 - p)) - np.log(2)


for fraction in (0.03, 0.1, 0.25, 0.4):
    index = int(round(fraction * 2 * big))
    assert abs(log_count[index] / big - entropy(fraction)) < 2e-4
limit_strength = brentq(lambda s: entropy(formula(s)), 0.5, 5)
limit_x = formula(limit_strength)
limit_temperature = 1000 * w / (R * limit_strength)

# Complete sum over all states of a 17-atom tree with a four-linked centre.
states = np.arange(2**17)
is_al = [((states >> site) & 1).astype(bool) for site in range(17)]
parents = [0] * 4 + [1 + i // 3 for i in range(12)]
like = np.zeros(len(states))
both_al = np.zeros(len(states))
for child, parent in enumerate(parents, start=1):
    like += is_al[child] == is_al[parent]
    both_al += is_al[child] & is_al[parent]
weight = np.exp(-strength * like)
tree_x = np.sum(weight * both_al) / np.sum(weight) / 16
assert abs(tree_x - x) < 1e-10
assert abs((1 - 4 * x) - np.tanh(strength / 2)) < 1e-12

# Closed random network at fixed equal composition.
start = rng.permutation(equal_mix)
network_checks = []
for trial in (0.5, 1.0):
    sampled = simulate(network, start, trial)[0]
    network_checks.append((trial, sampled, formula(trial)))
    assert abs(sampled - formula(trial)) < 0.003  # sampling and finite size
random_x = simulate(network, start, strength, cool=True)[0]
assert abs(random_x - x) < 0.015  # rings are a correction at this strength
strong = 3.0
strong_x = simulate(network, start, strong, cool=True)[0]
assert strong_x > limit_x > formula(strong)

# Even-ring network started in the alternating arrangement.
diamond = diamond_network(15)
ordered = np.repeat([1, -1], 15**3)
hot = 5000.0
hot_strength = 1000 * w / (R * hot)
hot_x, hot_order = simulate(diamond, ordered, hot_strength, fixed=False)
even_x, even_order = simulate(diamond, ordered, strength, fixed=False)
assert abs(hot_x - formula(hot_strength)) < 0.003 and hot_order < 0.1
assert even_order > 0.9 and even_x < 0.2 * x

print("Rough inputs, anorthite-composition glass")
print(f"exchange cost 2w: {two_w:.1f} kJ/mol")
print(f"cost per like link w: {w:.1f} kJ/mol = {1000*w/(N_A*e):.4f} eV")
print(f"freezing-in temperature: {temperature:.0f} K")
print(f"thermal energy RT: {R*temperature/1000:.3f} kJ/mol")
print(f"w/RT: {strength:.4f} (no unit)")
print(f"exp(w/RT): {np.exp(strength):.4f} (no unit)")
print(f"Al-O-Al fraction, formula: {100*x:.2f} %")
print(f"Si-O-Si fraction: {100*x:.2f} %")
print(f"Si-O-Al fraction: {100*(1-2*x):.2f} %")
print(f"random-mixing Al-O-Al fraction: {100*formula(0):.2f} %")
print(f"avoidance degree 1-4x: {1-4*x:.4f} (no unit)")
print("Sensitivity of the Al-O-Al fraction")
for value in (20.0, 40.0):
    changed = formula(1000 * value / (2 * R * temperature))
    print(f"2w = {value:.0f} kJ/mol, same temperature: {100*changed:.2f} %")
for value in (1050.0, 1250.0):
    changed = formula(1000 * w / (R * value))
    print(f"T = {value:.0f} K, same w: {100*changed:.2f} %")
print("Independent checks")
print(f"most probable state of explicit count: {100*count_x:.2f} %")
print(f"all states of 17-atom tree: {100*tree_x:.2f} %")
print(f"atoms in simulated random network: {atoms} (count)")
for trial, sampled, predicted in network_checks:
    print(f"random network, w/kT = {trial:.1f}: {100*sampled:.2f} %, "
          f"formula {100*predicted:.2f} %")
print("Effects of rings and long-range order")
print(f"random network, example values: {100*random_x:.2f} %")
print(f"atoms in diamond network: {len(ordered)} (count)")
print(f"ordered diamond network, example values: {100*even_x:.3f} %")
print(f"its sublattice order: {even_order:.3f} (no unit)")
print(f"diamond network at {hot:.0f} K: {100*hot_x:.2f} %, "
      f"formula {100*formula(hot_strength):.2f} %")
print(f"its sublattice order: {hot_order:.3f} (no unit)")
print("Entropy bound for typical random networks")
print(f"entropy per atom in example: {entropy(x):.4f} k_B")
print(f"zero entropy at w/kT: {limit_strength:.4f} (no unit)")
print(f"Al-O-Al fraction there: {100*limit_x:.2f} %")
print(f"corresponding temperature for example w: {limit_temperature:.0f} K")
print(f"cooled random network, w/kT = {strong:.1f}: {100*strong_x:.2f} %, "
      f"formula {100*formula(strong):.2f} %")
print("finished without a failed check")
```

Running it gives:

```
Rough inputs, anorthite-composition glass
exchange cost 2w: 30.0 kJ/mol
cost per like link w: 15.0 kJ/mol = 0.1555 eV
freezing-in temperature: 1150 K
thermal energy RT: 9.562 kJ/mol
w/RT: 1.5688 (no unit)
exp(w/RT): 4.8007 (no unit)
Al-O-Al fraction, formula: 8.62 %
Si-O-Si fraction: 8.62 %
Si-O-Al fraction: 82.76 %
random-mixing Al-O-Al fraction: 25.00 %
avoidance degree 1-4x: 0.6552 (no unit)
Sensitivity of the Al-O-Al fraction
2w = 20 kJ/mol, same temperature: 13.00 %
2w = 40 kJ/mol, same temperature: 5.50 %
T = 1050 K, same w: 7.61 %
T = 1250 K, same w: 9.55 %
Independent checks
most probable state of explicit count: 8.62 %
all states of 17-atom tree: 8.62 %
atoms in simulated random network: 6000 (count)
random network, w/kT = 0.5: 18.91 %, formula 18.88 %
random network, w/kT = 1.0: 13.42 %, formula 13.45 %
Effects of rings and long-range order
random network, example values: 9.52 %
atoms in diamond network: 6750 (count)
ordered diamond network, example values: 0.201 %
its sublattice order: 0.995 (no unit)
diamond network at 5000 K: 20.50 %, formula 20.54 %
its sublattice order: 0.001 (no unit)
Entropy bound for typical random networks
entropy per atom in example: 0.2262 k_B
zero entropy at w/kT: 2.0905 (no unit)
Al-O-Al fraction there: 5.50 %
corresponding temperature for example w: 863 K
cooled random network, w/kT = 3.0: 7.96 %, formula 2.37 %
finished without a failed check
```
